# Principal curvatures of a silicon (110) wafer under a stressed film

## Problem

A silicon wafer with a (110) face has thickness \(h=525\ \mu\mathrm m\) and diameter \(2R=100\) mm. It is flat and free of load until one face receives a film of thickness \(h_f=100\) nm. The film carries a uniform tensile stress \(\sigma_f=1000\) MPa, equal in all in-plane directions.

Take the cubic stiffnesses of silicon as \(C_{11}=166\), \(C_{12}=64\), \(C_{44}=80\) GPa, which are rounded room-temperature values.

1. Estimate the curvatures along \([001]\) and \([1\bar10]\) by scaling.
2. Solve the linear thin-film problem and show that the first curvature is about 1.5 times the second.
3. Find how large the deflection may become before this ratio changes.

Let \(x\parallel[001]\), \(y\parallel[1\bar10]\) and \(z\parallel[110]\), with \(z=0\) at the wafer midplane and the film at \(z=h/2\). The deflection \(w\) is positive along \(z\). For small slopes the curvatures are \(\kappa_x=\partial^2w/\partial x^2\) and \(\kappa_y=\partial^2w/\partial y^2\), positive when the film side is concave.

## Elastic response along the two directions

Both the estimate and the solution need the strains caused by a stress along \(x\) or \(y\). Number the cube axes 1, 2, 3, so that \(x\) is axis 3. The cubic compliances follow from

\[
s_{11}-s_{12}=\frac1{C_{11}-C_{12}},\qquad s_{11}+2s_{12}=\frac1{C_{11}+2C_{12}},\qquad s_{44}=\frac1{C_{44}} .
\]

The first relation describes a stress pair \((\sigma,-\sigma,0)\), the second hydrostatic stress, and the third shear with engineering strain \(\gamma_{ij}=2\varepsilon_{ij}\). They give \(s_{11}=7.670\), \(s_{12}=-2.134\) and \(s_{44}=12.500\ \mathrm{TPa}^{-1}\).

**Stress \(\sigma\) along \(x\).** This is a stress along a cube axis, so \(\varepsilon_x=s_{11}\sigma\). The strains along axes 1 and 2 are both \(s_{12}\sigma\), hence \(\varepsilon_y=\varepsilon_z=s_{12}\sigma\), without shear.

**Stress \(\sigma\) along \(y\).** The unit vector is \((1,-1,0)/\sqrt2\). The cube-axis stresses are therefore \(\sigma_{11}=\sigma_{22}=\sigma/2\) and \(\sigma_{12}=-\sigma/2\), and the strains are

\[
\varepsilon_{11}=\varepsilon_{22}=\tfrac12(s_{11}+s_{12})\sigma,\qquad
\varepsilon_{33}=s_{12}\sigma,\qquad
\varepsilon_{12}=\tfrac12 s_{44}\sigma_{12}=-\tfrac14 s_{44}\sigma .
\]

Projecting back on \(y\) gives

\[
\varepsilon_y=\tfrac12\varepsilon_{11}+\tfrac12\varepsilon_{22}-\varepsilon_{12}
=\left[\tfrac12(s_{11}+s_{12})+\tfrac14 s_{44}\right]\sigma\equiv s'_{22}\sigma .
\]

The projection on \(z\), with unit vector \((1,1,0)/\sqrt2\), has the opposite sign before \(\varepsilon_{12}\), so \(\varepsilon_z=s'_{23}\sigma\) with \(s'_{23}=\tfrac12(s_{11}+s_{12})-\tfrac14s_{44}\). The strain along \(x\) is \(\varepsilon_{33}=s_{12}\sigma\). The shear between \(y\) and \(z\) is \(\tfrac12(\varepsilon_{11}-\varepsilon_{22})=0\), and the shears involving \(x\) vanish because \(\varepsilon_{13}=\varepsilon_{23}=0\).

Numerically \(s'_{22}=2.768+3.125=5.893\ \mathrm{TPa}^{-1}\). Silicon is stiffer along \([1\bar10]\) than along \([001]\), while the Poisson coupling between these two directions is the plain \(s_{12}\).

## First estimate by scaling

The film pulls with a force per width

\[
f=\sigma_fh_f=(10^9\ \mathrm{Pa})(10^{-7}\ \mathrm m)=100\ \mathrm{N/m}
\]

at a distance \(h/2\) from the midplane. The bending moment per width is \(fh/2\). Treat each direction as a separate narrow beam with Young modulus \(E\) and bending stiffness per width \(Eh^3/12\):

\[
\kappa\sim\frac{fh/2}{Eh^3/12}=\frac{6f}{Eh^2}.
\]

With \(1/E=s_{11}\) along \(x\) and \(1/E=s'_{22}\) along \(y\),

\[
\kappa_x\sim\frac{600\times7.670\times10^{-12}}{(525\times10^{-6})^2}\ \mathrm{m^{-1}}=0.0167\ \mathrm{m^{-1}},\qquad
\kappa_y\sim0.0128\ \mathrm{m^{-1}} .
\]

The estimated ratio is \(7.670/5.893=1.30\). It has the right direction, but it ignores that the film bends the wafer both ways at once.

## Solution of the linear problem

### Stress in the wafer

Take \(h_f\ll h\), so that the film's own bending stiffness and the change of its stress during bending can be dropped. Away from the rim, try the same linear stress in both directions, \(\sigma_x=\sigma_y=\sigma(z)=a+bz\), with all other components zero. No outside force acts, so force and moment of film and wafer together must vanish:

\[
\int_{-h/2}^{h/2}\sigma\,dz+f=ah+f=0,\qquad
\int_{-h/2}^{h/2}\sigma z\,dz+\frac{fh}{2}=\frac{bh^3}{12}+\frac{fh}{2}=0 .
\]

Hence \(a=-f/h\), \(b=-6f/h^2\), and

\[
\sigma(z)=-\frac fh\left(1+\frac{6z}{h}\right).
\]

At the film face this is \(-4f/h=-0.76\) MPa, a compression. At the back face it is \(+2f/h=0.38\) MPa.

### Strain and curvature

Adding the responses to the two equal stresses gives

\[
\varepsilon_x=(s_{11}+s_{12})\sigma(z),\qquad
\varepsilon_y=(s'_{22}+s_{12})\sigma(z),\qquad
\varepsilon_z=(s_{12}+s'_{23})\sigma(z),
\]

with no shear. These strains belong to the displacement field

\[
u_x=(s_{11}+s_{12})(a+bz)x,\qquad u_y=(s'_{22}+s_{12})(a+bz)y,
\]
\[
u_z=(s_{12}+s'_{23})\left(az+\tfrac12bz^2\right)+\tfrac12\kappa_xx^2+\tfrac12\kappa_yy^2 .
\]

Differentiation reproduces the three normal strains. The shear strain

\[
\gamma_{xz}=\frac{\partial u_x}{\partial z}+\frac{\partial u_z}{\partial x}=\left[(s_{11}+s_{12})b+\kappa_x\right]x
\]

must vanish for every \(x\), which fixes \(\kappa_x=-b(s_{11}+s_{12})\). The condition \(\gamma_{yz}=0\) fixes \(\kappa_y\) in the same way. With \(b=-6f/h^2\),

\[
\boxed{\kappa_x=\frac{6f}{h^2}(s_{11}+s_{12}),\qquad
\kappa_y=\frac{6f}{h^2}(s'_{22}+s_{12})=\frac{3f}{h^2}\left(s_{11}+3s_{12}+\tfrac12s_{44}\right)}
\]

The stress depends on \(z\) alone and has no \(z\) components, so it satisfies equilibrium and leaves the wafer faces free of traction. At the rim, the wafer stress and film force have no net force or moment. By Saint-Venant's principle, the mismatch with a free rim fades over a distance of order \(h\), here about 1% of \(R\).

Since there is no \(xy\) shear, the plate has no twist in these axes. Along a line at angle \(\theta\) from \([001]\), the curvature is \(\kappa_x\cos^2\theta+\kappa_y\sin^2\theta\). The two named directions are thus the principal ones.

### Ratio

Solving the first two compliance relations, with \(P=(C_{11}-C_{12})(C_{11}+2C_{12})\), gives

\[
s_{12}=\frac13\left(\frac1{C_{11}+2C_{12}}-\frac1{C_{11}-C_{12}}\right)=-\frac{C_{12}}P,\qquad
s_{11}=s_{12}+\frac{C_{11}+2C_{12}}P=\frac{C_{11}+C_{12}}P .
\]

Define the anisotropy factor \(A=2C_{44}/(C_{11}-C_{12})\). Then

\[
\tfrac12s_{44}=\frac1{2C_{44}}=\frac1{A(C_{11}-C_{12})}=\frac{C_{11}+2C_{12}}{AP}.
\]

Consequently \(s_{11}+s_{12}=C_{11}/P\), and \(P\) cancels from the ratio:

\[
\boxed{\frac{\kappa_x}{\kappa_y}=\frac{2(s_{11}+s_{12})}{s_{11}+3s_{12}+s_{44}/2}
=\frac{2C_{11}}{C_{11}-2C_{12}+(C_{11}+2C_{12})/A}}
\]

For silicon \(A=160/102=1.569\), so

\[
\frac{\kappa_x}{\kappa_y}=\frac{332}{38+294/1.569}=\frac{332}{225.4}=1.47\approx1.5 .
\]

Film stress, film thickness and wafer thickness have dropped out. The cause of the difference is seen by subtraction:

\[
\kappa_x-\kappa_y=\frac{6f}{h^2}(s_{11}-s'_{22})
=\frac{3f}{h^2}\left(s_{11}-s_{12}-\tfrac12s_{44}\right)
=\frac{3f}{h^2}\,\frac{1-1/A}{C_{11}-C_{12}} .
\]

In the isotropic limit \(A=1\) the curvatures are equal. For \(A>1\) and tensile stress, \([001]\) has the larger curvature; for \(A<1\) the order is reversed. Compressive stress changes both signs and leaves the ratio unchanged.

A (001) wafer provides a second case. Equal stresses along two cube axes produce equal strains \((s_{11}+s_{12})\sigma\) and no shear, hence the same curvature in every in-plane direction. Its value equals \(\kappa_x\) of the (110) wafer for the same \(f\) and \(h\).

## Comparison with the estimate

The curvatures of the example are

\[
\kappa_x=\frac{600\times5.536\times10^{-12}}{(525\times10^{-6})^2}\ \mathrm{m^{-1}}=0.01205\ \mathrm{m^{-1}},\qquad
\kappa_y=0.00818\ \mathrm{m^{-1}},
\]

with radii of 83 m and 122 m. The edge heights \(\kappa R^2/2\) above the wafer centre are 15.1 and \(10.2\ \mu\mathrm m\).

The beam estimate was 39% above the solution along \([001]\) and 57% above it along \([1\bar10]\). It omitted \(s_{12}\), the tendency of each bending stress to bend the wafer the opposite way in the other direction. This removes the same \(2.134\ \mathrm{TPa}^{-1}\) from both compliances. The smaller one loses the larger fraction, so the ratio rises from 1.30 to 1.47.

The difference matters when curvature is used to measure stress. Inverting the formula for \(\kappa_x\) gives \(\sigma_f=\kappa_xh^2/[6h_f(s_{11}+s_{12})]\), with effective modulus \(1/(s_{11}+s_{12})=181\) GPa. A scan along \([1\bar10]\) requires 266 GPa instead. Using 181 GPa there would turn the true 1000 MPa into 679 MPa.

## Where the linear regime ends

A plate curved in both directions cannot keep its midplane unstretched. To estimate this effect, retain uniform curvatures and add the stretching energy. For \(w=\tfrac12(\kappa_xx^2+\kappa_yy^2)\), the midplane strains contain the slope terms \(\tfrac12\kappa_x^2x^2\), \(\tfrac12\kappa_y^2y^2\) and, in \(\gamma_{xy}\), \(\kappa_x\kappa_yxy\). Eliminating the in-plane displacements leaves

\[
\frac{\partial^2\varepsilon_x}{\partial y^2}+\frac{\partial^2\varepsilon_y}{\partial x^2}-\frac{\partial^2\gamma_{xy}}{\partial x\,\partial y}=-\kappa_x\kappa_y .
\]

Write the added stresses as \(\sigma_x=\phi_{yy}\), \(\sigma_y=\phi_{xx}\), \(\tau_{xy}=-\phi_{xy}\), where subscripts on \(\phi\) denote derivatives; this satisfies in-plane equilibrium. The \(xy\) shear compliance is \(s_{44}\), because a shear stress \(\tau_{xy}\) consists of the cube-axis shears \(\sigma_{31}=\tau_{xy}/\sqrt2\) and \(\sigma_{32}=-\tau_{xy}/\sqrt2\), which give \(\gamma_{xy}=(\gamma_{31}-\gamma_{32})/\sqrt2=s_{44}\tau_{xy}\). Thus

\[
s_{11}\phi_{yyyy}+(2s_{12}+s_{44})\phi_{xxyy}+s'_{22}\phi_{xxxx}=-\kappa_x\kappa_y .
\]

The function \(\phi=c(R^2-r^2)^2\) and its slope vanish at the rim, which is then free of traction. Its fourth derivatives are \(24c\), \(8c\) and \(24c\), so \(c=-\kappa_x\kappa_y/D_m\) with

\[
D_m=24(s_{11}+s'_{22})+8(2s_{12}+s_{44}) .
\]

Two integrations by parts turn the elastic energy into \(\tfrac h2\int\phi(-\kappa_x\kappa_y)\,dA\). Since \(\int(R^2-r^2)^2dA=\pi R^6/3\), the energy per area is \(hR^4(\kappa_x\kappa_y)^2/(6D_m)\). Adding the bending energy and the work of the film moment gives

\[
U=\frac{h^3}{24}\boldsymbol\kappa^{T}\mathbf S^{-1}\boldsymbol\kappa-\frac{fh}{2}(\kappa_x+\kappa_y)+\frac{hR^4(\kappa_x\kappa_y)^2}{6D_m},\qquad
\mathbf S=\begin{pmatrix}s_{11}&s_{12}\\s_{12}&s'_{22}\end{pmatrix}.
\]

Setting both derivatives to zero yields

\[
\boldsymbol\kappa=\frac{12}{h^3}\mathbf S\left[\frac{fh}{2}\begin{pmatrix}1\\1\end{pmatrix}-\frac{hR^4\kappa_x\kappa_y}{3D_m}\begin{pmatrix}\kappa_y\\\kappa_x\end{pmatrix}\right].
\]

Without the last term this is the linear result. The stretching term takes more moment from the \(y\) direction, because \(\kappa_x>\kappa_y\), and so raises the ratio.

Solving these equations at fixed wafer size gives a ratio of 1.47 for the example, 1.48 at ten times the film force and 1.58 at thirty times. The \([001]\) edge heights are then 15, 150 and \(432\ \mu\mathrm m\), or 3%, 28% and 82% of the wafer thickness. The linear ratio is therefore safe while the edge height is a small fraction of \(h\). At thirty times the force the assumption of uniform curvature is itself poor: if the curvature may vary across the wafer, the ratio at the centre is about 1.67 rather than 1.58 (and 1.49 rather than 1.48 at ten times the force).

## The real wafer

The chosen film resembles strongly tensile silicon nitride; its stress and thickness are rough values. The ratio is sensitive to any inequality of the two film stresses. A stress 5% higher along \([001]\) moves the ratio to 1.62, and one 5% higher along \([1\bar10]\) moves it to 1.34. Turning both scans by \(5^\circ\) gives 1.46. Raising \(C_{11}\), \(C_{12}\) or \(C_{44}\) separately by 1% changes the ratio by \(-1.5\%\), \(+0.7\%\) or \(+0.8\%\), so the third digit should not be trusted. A two-layer calculation with a film modulus of 250 GPa and Poisson ratio 0.25 lowers the curvatures by about 0.1% for the 100 nm film. The correction grows in proportion to the film thickness. Ten and thirty times the force at the same stress need films of 1 and \(3\ \mu\mathrm m\), whose stiffness lowers the linear ratio to 1.465 and 1.45; the large-deflection ratios above leave this out.

Gravity is larger. For an isotropic plate on a ring at its rim, with load \(q=\rho gh\) and stiffness \(D=Eh^3/[12(1-\nu^2)]\), the equation \(D\nabla^4w_g=q\) for the downward sag \(w_g\) has the solution

\[
w_g=\frac{q}{64D}(R^2-r^2)\left(\frac{5+\nu}{1+\nu}R^2-r^2\right),
\]

where the constant makes the edge moment, proportional to \(w_g''+\nu w_g'/r\), vanish at \(r=R\). Using \(\rho=2330\ \mathrm{kg/m^3}\) and the \([001]\) values \(E=130\) GPa, \(\nu=0.278\) gives a central sag of about \(2.8\ \mu\mathrm m\), against film-induced heights of 15 and \(10\ \mu\mathrm m\). This sag is overestimated, because \([001]\) is the softest in-plane direction of the wafer; the anisotropic plate sags about \(2.3\ \mu\mathrm m\). The ring serves here only to estimate the sag. It is a poor support for measuring the ratio: the weight of this wafer is enough to press its whole rim onto the ring, which hides the difference between the two curvatures. Three fixed points, at the same places on the wafer in both scans, are better. Statics alone sets their forces, which are therefore the same before and after deposition. In the linear regime, subtracting the two scans then removes the sag and any initial bow, and the ratio 1.47 applies to the change of curvature. The numerical output below lists the values used.

## Calculated quantities

```
C11, C12, C44 (rounded inputs): 166, 64, 80 GPa
wafer thickness: 525 um; diameter: 100 mm
film thickness: 100 nm
film stress: 1000 MPa
film force per width: 100.0 N/m
anisotropy A: 1.5686
s11: 7.6697 1/TPa
s12: -2.1342 1/TPa
s44: 12.5000 1/TPa
S = s11-s12-s44/2: 3.5539 1/TPa
s'22 along [1-10]: 5.8928 1/TPa
s11+s12, for [001]: 5.5355 1/TPa
s'22+s12, for [1-10]: 3.7586 1/TPa
effective modulus [001]: 180.7 GPa
effective modulus [1-10]: 266.1 GPa
curvature [001]: 0.01205 1/m
curvature [1-10]: 0.00818 1/m
radius of curvature [001]: 83.0 m
radius of curvature [1-10]: 122.2 m
edge height [001]: 15.06 um
edge height [1-10]: 10.23 um
curvature ratio: 1.4728
stress misread from [1-10]: 679 MPa
wafer stress at film face: -0.762 MPa
wafer stress at back face: 0.381 MPa
film inputs E, nu: 250 GPa, 0.25
finite film, [001] change: -0.123 %
finite film, [1-10] change: -0.070 %
finite film, ratio: 1.4720
stretching, 1x force: ratio 1.4729, [001] edge height 15.1 um
stretching, 10x force: ratio 1.4845, [001] edge height 149.6 um
stretching, 30x force: ratio 1.5827, [001] edge height 431.5 um
density input: 2330 kg/m^3
[001] Young modulus: 130.4 GPa; Poisson: 0.278
gravity sag on ring, estimate: 2.84 um
ratio, film stress 5% higher along [001]: 1.6208
ratio, film stress 5% higher along [1-10]: 1.3394
ratio, scans turned by 5 degrees: 1.4639
ratio change for +1% in C11: -1.53 %
ratio change for +1% in C12: +0.74 %
ratio change for +1% in C44: +0.83 %
edge zone scale h/R: 1.05 %
```
